# Dyson Orbitals from Cofactors of Nonorthogonal Determinant Overlaps

## Result and conventions

Let $\Psi$ be a normalized determinant of $N$ orthonormal spin-orbitals $\psi_k$, optimized for a neutral system. Let $\Phi$ be a normalized determinant of $N-1$ orthonormal spin-orbitals $\chi_i$, optimized separately for its cation. Their Dyson orbital is

$$\phi_D(x)=\sqrt N\int \Phi^*(x_1,\dots,x_{N-1})\,\Psi(x_1,\dots,x_{N-1},x)\,dx_1\cdots dx_{N-1},$$

where $x$ stands for position and spin. With the $(N-1)\times N$ overlap matrix $S_{ik}=\langle\chi_i|\psi_k\rangle$,

$$\boxed{\;\phi_D=\sum_{k=1}^N d_k\psi_k,\qquad d_k=(-1)^{N+k}\det S^{(k)}\;}$$

where $S^{(k)}$ is $S$ without column $k$. The formula is exact for the two determinants. It approximates the Dyson orbital of the true states only as well as the determinants approximate those states.

## Derivation

**Separating one electron.** Write $\Psi=(N!)^{-1/2}\det[\psi_k(x_j)]$, with electrons $j$ labelling rows and orbitals $k$ labelling columns. Expansion along row $N$ gives

$$\Psi=\frac1{\sqrt{N!}}\sum_k(-1)^{N+k}\psi_k(x_N)\,M_k .$$

The minor $M_k$ is an unnormalized determinant of $N-1$ electrons without $\psi_k$. If $\Psi_k$ is its normalized form, $M_k=\sqrt{(N-1)!}\,\Psi_k$, and since $\sqrt{(N-1)!/N!}=1/\sqrt N$,

$$\Psi=\frac1{\sqrt N}\sum_k(-1)^{N+k}\psi_k(x_N)\,\Psi_k .$$

Inserted in the definition, the factor $1/\sqrt N$ cancels $\sqrt N$, so that $d_k=(-1)^{N+k}\langle\Phi|\Psi_k\rangle$.

**Overlap of the determinants.** Put $n=N-1$ and number the orbitals left in $\Psi_k$ from 1 to $n$. Writing both determinants as sums over permutations $P$ and $Q$,

$$\langle\Phi|\Psi_k\rangle=\frac1{n!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_{j=1}^{n}S^{(k)}_{P(j),Q(j)} .$$

Relabel the factors by $i=P(j)$ and set $R=QP^{-1}$. The product becomes $\prod_iS^{(k)}_{i,R(i)}$, and the sign becomes $\mathrm{sgn}(R)$. Nothing then depends on $P$, whose sum gives $n!$. What remains is $\sum_R\mathrm{sgn}(R)\prod_iS^{(k)}_{i,R(i)}=\det S^{(k)}$, which proves the result.

The formula was tested against the defining integral for random complex orbitals in a space of six functions, with $N=2,3,4$. The determinants were stored as full antisymmetric tensors. The largest deviation was $3.9\times10^{-16}$.

**Freedom of phase.** A unitary rotation among the $\psi_k$, or among the $\chi_i$, multiplies its determinant by a phase. It therefore multiplies $\phi_D$ by a phase and changes nothing else, so the choice of orbitals within a fully occupied degenerate shell is immaterial. The relative signs of the $d_k$ in a given orbital set do matter.

**Two simple cases.** If the cation keeps the neutral orbitals and lacks $\psi_m$, every $S^{(k)}$ with $k\ne m$ has a zero row, because the row of $\chi=\psi_k$ has lost its one nonzero entry. Then $\phi_D=\pm\psi_m$ with unit norm. For $N=2$ and $S=(a\;\;b)$, the formula gives $d=(-b,a)$, and $Sd=-ab+ba=0$. This last property is general.

## Orthogonality and a stable algorithm

Append a row $r$ to $S$ and expand the resulting square determinant along it:

$$\det\begin{pmatrix}S\\ r\end{pmatrix}=\sum_k r_k(-1)^{N+k}\det S^{(k)}=\sum_k r_kd_k .$$

If $r$ is row $i$ of $S$, two rows coincide and the determinant vanishes. Hence

$$\sum_kS_{ik}d_k=\langle\chi_i|\phi_D\rangle=0 .$$

The Dyson orbital lies in the occupied space of the neutral and is orthogonal to every occupied orbital of the cation. When $S$ has full rank, these conditions fix its direction.

If instead $r=e_k^T$, the unit row, the determinant is $d_k$ itself. Take the singular value decomposition $S=U(\Sigma\;\;0)V^\dagger$, with $\Sigma=\mathrm{diag}(\sigma_1,\dots,\sigma_{N-1})$, and multiply from the right by $V$:

$$\begin{pmatrix}S\\ e_k^T\end{pmatrix}V=\begin{pmatrix}U\Sigma&0\\ \ast&V_{kN}\end{pmatrix}.$$

The right side is block triangular, with determinant $\det U\,\prod_i\sigma_i\,V_{kN}$. Dividing by $\det V$, for which $1/\det V=(\det V)^*$, gives all cofactors together:

$$d_k=\det U\,(\det V)^*\Big(\prod_i\sigma_i\Big)V_{kN},\qquad \|\phi_D\|=\prod_i\sigma_i .$$

The norm follows because the two determinants are phases and the last column of $V$ is a unit vector. Evaluating $N$ minors separately costs $O(N^4)$ operations; the decomposition costs $O(N^3)$. It needs no inverse and remains valid when $S$ loses rank, where $\phi_D=0$.

**Spin blocks.** Let $\Psi$ have $N_\alpha$ and $N_\beta$ electrons, alpha orbitals first, and let a beta electron be removed. Then $S$ is block diagonal, with a square block $S_\alpha$ and an $(N_\beta-1)\times N_\beta$ block $S_\beta$. Deleting an alpha column leaves $N_\alpha$ rows in $N_\alpha-1$ columns; these rows are linearly dependent and the minor is zero. Beta column $k$ has position $N_\alpha+k$ in the whole matrix, so its sign is $(-1)^{N_\alpha+N_\beta+N_\alpha+k}=(-1)^{N_\beta+k}$, and

$$d_k=\det S_\alpha\,(-1)^{N_\beta+k}\det S_\beta^{(k)} .$$

The computation is then:

1. Form $S_\alpha=C_\alpha'^\dagger sC_\alpha$ and $S_\beta=C_\beta'^\dagger sC_\beta$ from the occupied coefficients of cation (primed) and neutral, where $s$ is the overlap matrix of the basis functions.
2. Decompose $S_\beta$ and form its cofactor vector.
3. Multiply by $\det S_\alpha$.
4. Check that $S_\beta d=0$, then form $C_\beta d$.

## What the norm measures

Choose the occupied orbitals of $\Psi$ so that a given unit vector $u$ of the occupied space comes last, fixing the phase of another orbital so that $\Psi$ is unchanged. The last cofactor carries the sign $(-1)^{2N}=1$, and therefore

$$\langle\Phi|\Psi\text{ without }u\rangle=\langle u|\phi_D\rangle .$$

By the Cauchy–Schwarz inequality its modulus is at most $\|\phi_D\|$, reached for $u=\phi_D/\|\phi_D\|$. Thus $\|\phi_D\|^2$ is the probability of finding the relaxed determinant after this orbital has been suddenly emptied.

The loss of norm can be traced to the unoccupied space. Complete the $\psi_k$ to a basis by orbitals $\psi_a$ empty in the neutral, and let $T_{ia}=\langle\chi_i|\psi_a\rangle$. Orthonormality of the $\chi_i$ reads $SS^\dagger+TT^\dagger=1$. Since the eigenvalues of $SS^\dagger$ are $\sigma_i^2$,

$$\|\phi_D\|^2=\det(SS^\dagger)=\det(1-TT^\dagger)\simeq1-\sum_{ia}|T_{ia}|^2 ,$$

the last form holding to leading order in $TT^\dagger$. Relaxation lowers the norm by admixing neutral virtual orbitals to the spectators; mixing within the neutral occupied space can change the direction of $\phi_D$ but costs no norm. If $m$ spectators each leak a probability $t$ into mutually orthogonal virtual orbitals, the squared norm is $(1-t)^m$. It can be small in a large system even when every single orbital changes little.

**Photoionization.** Let the outgoing electron occupy $\kappa$, orthogonal to all $\chi_i$. The antisymmetrized final state is a sum of $N$ terms with prefactor $1/\sqrt N$, and each contributes equally to the matrix element of the symmetric operator $\sum_j\mathbf r_j$. Their sum is

$$\sqrt N\int\kappa^*(x_N)\Phi^*\Big(\sum_j\mathbf r_j\Big)\Psi=\langle\kappa|\mathbf r|\phi_D\rangle+\langle\kappa|\boldsymbol\eta\rangle .$$

The first term comes from $j=N$. The second collects $j<N$; by the expansion of $\Psi$ along its last electron, $\boldsymbol\eta$ is a combination of the $\psi_k$. It vanishes if $\kappa$ is also orthogonal to every $\psi_k$. Under these two conditions the dipole amplitude is $\langle\kappa|\mathbf r|\phi_D\rangle$. If relaxation changes the norm but not the shape, the squared dipole amplitude at fixed $\kappa$ is the frozen-orbital one times $\|\phi_D\|^2$.

## Error propagation

Let the overlap matrix have an error $\delta S$ of spectral norm $\epsilon$. For nondegenerate singular values, $\sigma_i=u_i^\dagger Sv_i$ gives $\delta\sigma_i=\mathrm{Re}(u_i^\dagger\,\delta S\,v_i)$ to first order, because the remaining terms, $\sigma_i(\delta u_i^\dagger u_i+v_i^\dagger\delta v_i)$, are imaginary for vectors that stay normalized. Hence

$$\left|\frac{\delta\|\phi_D\|}{\|\phi_D\|}\right|\le\epsilon\sum_i\frac1{\sigma_i}.$$

For the direction $v$ of the cofactor vector, $(S+\delta S)(v+\delta v)=0$ gives $S\,\delta v=-\delta S\,v$ to first order. With $\delta v$ orthogonal to $v$ and $S^+$ the pseudoinverse,

$$\delta v=-S^+\delta S\,v,\qquad\|\delta v\|\le\frac{\epsilon}{\sigma_{\min}} .$$

A small singular value thus makes the normalized Dyson orbital ill determined. The unnormalized orbital carries the same small factor, so its absolute error need not grow.

The self-consistent orbitals impose a stricter demand than the energy. Near a minimum, a rotation $\theta$ between occupied and empty orbitals raises the energy by $\frac12h\theta^2$, where $h$ is the curvature, while $S$ in general changes linearly in $\theta$. An energy error of $10^{-10}$ hartree with $h=1$ hartree permits $\theta=\sqrt{2\times10^{-10}}\approx1.4\times10^{-5}$. Convergence should therefore be judged by the orbital gradient as well.

## Explicit determinant expansion

An independent evaluation uses no overlap between the two orbital sets. Transform all coefficients to $\tilde C=s^{1/2}C$, which satisfy $\tilde C^\dagger\tilde C=1$ and refer to one orthonormal basis of $M$ functions. A determinant of $n$ electrons of one spin is a sum over ordered strings $J=\{j_1<\dots<j_n\}$, with amplitude equal to the determinant of rows $J$ of $\tilde C$. Let $A_I,B_J$ be the neutral alpha and beta amplitudes, and $A'_I,B'_J$ those of the cation. To remove function $p$ from position $q$ of a beta string, its electron must first be moved past $N_\beta-q$ others to the last place. The Dyson amplitude on $p$ is therefore

$$f_p=\Big(\sum_IA_I'^*A_I\Big)\sum_{J\ni p}(-1)^{N_\beta-q}\,B'^*_{J\setminus p}\,B_J .$$

The number of strings grows combinatorially, which confines this route to small cases. There it checks signs, spin factors and normalization together.

## Sulfur ionized at 13.5 nm

The example is a free sulfur atom in unrestricted Hartree–Fock (UHF) theory with the cc-pVDZ basis of 18 functions. The neutral $^3P$ determinant has 9 alpha and 7 beta electrons, with the beta $3p_z$ orbital filled. One cation has a beta $3p$ hole ($^4S$), the other a beta $3s$ hole ($^4P$). Fixed occupations of the $D_{2h}$ symmetries keep the second from collapsing into the first. The values of $\langle S^2\rangle$ are 2.0069, 3.7505 and 3.7586, against 2, 3.75 and 3.75 for pure spin states.

**The 3p hole.** By symmetry, the cation's beta $2p_z$ orbital overlaps only with the neutral $2p_z$ and $3p_z$. The orthogonality condition for this row is

$$S_{2p,2p}\,d_{2p}+S_{2p,3p}\,d_{3p}=0,$$

$$\frac{d_{2p}}{d_{3p}}=-\frac{0.001177}{0.999998}=-0.001177 .$$

The computed cofactors, $+0.001160$ and $-0.985275$, have this ratio. The norm is the alpha determinant times the beta singular values, $0.986919\times0.998336=0.98528$, and its square is 0.9708.

The norm changes much more than the shape. The normalized Dyson orbital overlaps the frozen $3p$ orbital by 0.999999, and both have an rms radius of 0.1200 nm in this basis (the Dyson radius is 0.1234 nm in aug-cc-pVQZ). The near identity of shape is largely imposed by the model: $\phi_D$ must lie in the neutral occupied space, where only the core $2p_z$ orbital has the symmetry to mix in. The alpha spectators cause most of the loss: $1-0.986919^2=0.0260$, against $1-0.998336^2=0.0033$ for beta. The smallest beta singular value, 0.998338, nearly equals the whole beta product, so the beta loss is concentrated in one direction. It also shows that the direction of $\phi_D$ is well conditioned, with an amplification factor $1/\sigma_{\min}$ of about 1.002.

**The 3s hole.** The cofactors are $+0.000015$, $-0.001277$ and $+0.978885$ on $1s$, $2s$ and $3s$. The squared norm is 0.9582, and the shape is again almost that of the frozen orbital.

This case shows why the norm cannot verify signs. Dropping the alternating factor leaves $\|\phi_D\|$ unchanged. The orbitals $1s,2s,3s$ stand in positions 1, 2 and 6, so the fault reverses $1s$ relative to the other two. It should spoil orthogonality to the cation $1s$ orbital by about $2\times0.000015=3.0\times10^{-5}$. The largest overlap found is $3.1\times10^{-5}$, whereas the correctly signed orbital from the string expansion gives $3.3\times10^{-17}$.

**Comparison with the strings.** The expansion has 48,620 alpha and 31,824 beta strings for the neutral. Its Dyson amplitudes agree with the cofactor result within $9.2\times10^{-15}$ for the $3p$ hole and $8.2\times10^{-15}$ for the $3s$ hole. These figures measure arithmetic error, not the physical accuracy of the determinants.

**Energies.** The terms of the Hartree–Fock energy that contain $\psi_k$ are its one-electron energy and its Coulomb and exchange energies with the other electrons. Their sum is the orbital energy $\varepsilon_k$, so a frozen hole costs $-\varepsilon_k$. For $3p$ this is 10.106 eV. The relaxed value is $-397.158808+397.496802=0.337994$ hartree, or 9.197 eV, and the relaxation energy is $10.106-9.197=0.909$ eV. For $3s$ it is $20.974-19.665=1.309$ eV. The frozen values, and with them the relaxation energies, are not converged in this basis: aug-cc-pVQZ gives frozen values of 10.33 and 21.06 eV and relaxation energies of 1.09 and 1.43 eV. Photons of 91.84 eV then release electrons with $91.84-9.20=82.64$ eV and $91.84-19.67=72.17$ eV in this model.

## Accuracy of the physical model

The table gives ionization energies in eV, each followed by the squared Dyson norm.

| Level | 3p hole | 3s hole |
|---|---|---|
| UHF, cc-pVDZ | 9.197; 0.971 | 19.665; 0.958 |
| UHF, cc-pVQZ | 9.236; 0.957 | 19.627; 0.946 |
| UHF, cc-pVDZ, X2C | 9.178; 0.971 | 19.754; 0.958 |
| Valence full CI, cc-pVDZ | 9.646; 0.940 | 19.805; 0.860 |

The larger basis moves the energies by about 0.04 eV, but it raises the loss of squared norm for $3p$ from 0.029 to 0.043. The basis convergence of the Dyson norm must therefore be checked separately from that of the energy. Scalar relativity, included by the spin-free X2C Hamiltonian, moves the energies by $-0.02$ and $+0.09$ eV in this small basis, whose contraction was made for nonrelativistic orbitals; with the basis uncontracted the $3s$ shift is $+0.11$ eV. The $3p$ spin-orbit constant is 0.058 eV when estimated with the bare nuclear charge, which omits screening.

The full configuration interaction (CI) treats six valence electrons in the neutral and five in the cation, in 13 orbitals, with a common core taken from the $^4S$ cation. It omits core correlation and inherits the errors of the small basis, which are large: one added diffuse $d$ shell (exponent 0.152) changes the $3p$ entry to 9.80; 0.933 and the $3s$ entry to 19.67; 0.799. Frozen-core CCSD(T) in cc-pVTZ gives 10.10 and 20.01 eV, and the measured values are 10.36 and about 20.2 eV, so no row of the table is a converged result. It also omits core relaxation, which UHF includes, so its difference from UHF need not be purely valence correlation, although core relaxation is expected to matter little for a valence hole. For $3s$ the energy changes by only 0.14 eV while the squared norm falls by about 0.10. In cc-pVDZ the determinant pair thus gives 0.042 of a total loss of 0.140; with the added $d$ shell the total loss is already 0.20.

Part of this strength goes to other cation states. Summed over all of them, the squared amplitudes for removing a beta electron from the $3s$ orbital equal its occupation, here 0.968. The state considered can take at most its full squared Dyson norm, 0.860, so at least 0.108 belongs to other states in this basis (about 0.17 with the added $d$ shell). A single relaxed determinant does not describe that distribution.

Sulfur occurs in the sulfonium photoacid generators of resists exposed at 13.5 nm, but there it is bonded to carbon, carries positive charge and sits in a polarizable solid. The free atom represents none of this. Polarization of the surroundings typically lowers the energy of creating a hole by roughly 1 eV, comparable with the intra-atomic relaxation found here, and bonding spreads the valence hole over neighbouring atoms. The energies above are therefore not resist parameters. The restriction to valence holes is safer: the smallest frozen beta $2p$ binding energy is 181 eV, and measured sulfur $2p$ binding energies are roughly 170 eV, both far above the photon energy. For a molecular resist component the algorithm is unchanged, but the hole may localize differently in different self-consistent solutions. Each solution then has its own Dyson orbital. Such cation determinants need not be mutually orthogonal, so their squared norms cannot simply be added as probabilities. The numerical output follows.

## Values computed for the example and the checks

```
largest error, tensor test: 3.9e-16
basis functions: 18; alpha, beta electrons: 9, 7
alpha strings: 48620; beta strings: 31824
neutral UHF energy: -397.496802 hartree
neutral UHF <S^2>: 2.0069
photon: 13.5 nm = 91.84 eV
smallest beta 2p orbital binding: 181.1 eV
[3p hole] cation UHF energy: -397.158808 hartree
  cation <S^2>: 3.7505
  cofactors d: 2p +0.001160, 3p -0.985275
  |det S_alpha|: 0.986919
  product of beta singular values: 0.998336
  smallest beta singular value: 0.998338
  norm: 0.985276; squared norm: 0.970769
  overlap with frozen orbital: 0.999999
  largest error against string expansion: 9.2e-15
  largest overlap with cation orbitals: 4.9e-17
  rms radius, Dyson: 0.12001 nm; frozen: 0.12001 nm
  ionization energy, frozen: 10.106 eV
  ionization energy, relaxed: 9.197 eV
  relaxation energy: 0.909 eV
  photoelectron energy: 82.64 eV
  S(2p,2p): +0.999998; S(2p,3p): +0.001177
  d(2p)/d(3p): -0.001177
[3s hole] cation UHF energy: -396.774113 hartree
  cation <S^2>: 3.7586
  cofactors d: 1s +0.000015, 2s -0.001277, 3s +0.978885
  |det S_alpha|: 0.979568
  product of beta singular values: 0.999303
  smallest beta singular value: 0.999309
  norm: 0.978886; squared norm: 0.958218
  overlap with frozen orbital: 0.999999
  largest error against string expansion: 8.2e-15
  largest overlap with cation orbitals: 3.3e-17
  rms radius, Dyson: 0.09851 nm; frozen: 0.09852 nm
  ionization energy, frozen: 20.974 eV
  ionization energy, relaxed: 19.665 eV
  relaxation energy: 1.309 eV
  photoelectron energy: 72.17 eV
  same overlap if cofactor signs are dropped: 3.1e-05
cc-pVQZ, 3p: 9.236 eV, squared norm 0.957177
cc-pVQZ, 3s: 19.627 eV, squared norm 0.946206
cc-pVDZ with X2C, 3p: 9.178 eV, squared norm 0.970707
cc-pVDZ with X2C, 3s: 19.754 eV, squared norm 0.957817
3p spin-orbit constant, bare nucleus: 0.058 eV
valence full CI: 13 orbitals, frozen core of 5
  3p: 9.646 eV, squared Dyson norm 0.9402
  3p, full CI minus UHF: +0.449 eV, -0.0306
  3s: 19.805 eV, squared Dyson norm 0.8597
  3s, full CI minus UHF: +0.140 eV, -0.0985
  beta 3s occupation in neutral full CI: 0.9684
```
